# Force constants from the Hellmann-Feynman force and the sign of density response: test program

```python
"""Force constants from the differentiated Hellmann-Feynman force.

Result under test (atomic units):
  d2E/dRa dRb = sum_x (dn/dRb)(dv/dRa) + sum_x n d2v/dRa dRb + d2U/dRa dRb
and the first (response) term is a negative semidefinite matrix.
n: electron density, v: electron-nucleus potential, U: ion-ion energy,
Ra, Rb: nuclear positions. Model: two electrons in a spin singlet in one
dimension, nuclei A and B, every interaction softened as 1/sqrt(x^2+1).
The grid is fixed in space, so no basis function follows a nucleus.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, identity, kron
from scipy.sparse.linalg import eigsh

charges = np.array([1.2, 0.8])
spacing, n_grid = 0.35, 55
x = spacing * (np.arange(n_grid) - (n_grid - 1) / 2)

# Kinetic energy in the sinc (band-limited) grid basis
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**diff / safe**2)
kinetic = kinetic / spacing**2
repulsion = 1 / np.sqrt(np.subtract.outer(x, x)**2 + 1)

# Symmetric two-electron basis (spin singlet)
p, q = np.triu_indices(n_grid)
n_pairs = len(p)
weight = np.where(p == q, 0.5, 1 / np.sqrt(2))
to_pairs = csr_matrix(
    (np.concatenate([weight, weight]),
     (np.concatenate([p * n_grid + q, q * n_grid + p]),
      np.concatenate([np.arange(n_pairs), np.arange(n_pairs)]))),
    shape=(n_grid**2, n_pairs))
one = identity(n_grid, format="csr")
t_sparse = csr_matrix(kinetic)
pair_kinetic = (to_pairs.T @ (kron(t_sparse, one) + kron(one, t_sparse))
                @ to_pairs).toarray()


def potential(R):
    return sum(-Z / np.sqrt((x - r)**2 + 1) for Z, r in zip(charges, R))


def potential_gradient(R):
    return np.array([-Z * (x - r) / ((x - r)**2 + 1)**1.5
                     for Z, r in zip(charges, R)])


def potential_curvature(R):
    return np.array([Z * (1 - 2 * (x - r)**2) / ((x - r)**2 + 1)**2.5
                     for Z, r in zip(charges, R)])


def ion_energy(R):
    return charges.prod() / np.sqrt((R[1] - R[0])**2 + 1)


def ion_gradient(R):
    d = R[1] - R[0]
    slope = -charges.prod() * d / (d**2 + 1)**1.5
    return np.array([-slope, slope])


def ion_hessian(R):
    d = R[1] - R[0]
    second = charges.prod() * (2 * d**2 - 1) / (d**2 + 1)**2.5
    return second * np.array([[1.0, -1.0], [-1.0, 1.0]])


def hamiltonian(v):
    H = pair_kinetic.copy()
    H[np.diag_indices(n_pairs)] += v[p] + v[q] + repulsion[p, q]
    return H


def pair_density(left, right):
    product = left * right
    return (np.bincount(p, product, n_grid)
            + np.bincount(q, product, n_grid))


def electronic_ground_state(v):
    # -4 lies below the spectrum: v >= -2 per electron, the rest >= 0
    energy, vector = eigsh(hamiltonian(v), k=1, sigma=-4.0,
                           v0=np.ones(n_pairs))
    return energy[0], pair_density(vector[:, 0], vector[:, 0])


def exact_state(R):
    energy, density = electronic_ground_state(potential(R))
    return energy + ion_energy(R), density


def hartree_fock_state(R):
    core = kinetic + np.diag(potential(R))
    prob = np.exp(-x**2)
    prob /= prob.sum()
    for _ in range(200):
        orbital = eigh(core + np.diag(repulsion @ prob))[1][:, 0]
        change = np.abs(orbital**2 - prob).max()
        if change < 1e-13:
            break
        prob = 0.5 * prob + 0.5 * orbital**2
    assert change < 1e-11
    prob = orbital**2
    energy = 2 * orbital @ core @ orbital + prob @ repulsion @ prob
    return energy + ion_energy(R), 2 * prob


def energy_gradient(R, density):
    return potential_gradient(R) @ density + ion_gradient(R)


def finite_differences(state, R, step=0.003):
    """Second differences of the energy, first differences of n."""
    e0, density = state(R)
    hessian = np.zeros((2, 2))
    density_change = np.zeros((2, n_grid))
    shifts = step * np.eye(2)
    for a in range(2):
        e_plus, n_plus = state(R + shifts[a])
        e_minus, n_minus = state(R - shifts[a])
        hessian[a, a] = (e_plus - 2 * e0 + e_minus) / step**2
        density_change[a] = (n_plus - n_minus) / (2 * step)
    mixed = sum(s * t * state(R + s * shifts[0] + t * shifts[1])[0]
                for s in (1, -1) for t in (1, -1)) / (4 * step**2)
    hessian[0, 1] = hessian[1, 0] = mixed
    return e0, density, hessian, density_change


def three_terms(R, density, density_change):
    response = potential_gradient(R) @ density_change.T
    curvature = np.diag(potential_curvature(R) @ density)
    return response, curvature, ion_hessian(R)


# Equilibrium distance from the vanishing Hellmann-Feynman force
def bond_gradient(distance):
    R = np.array([-distance / 2, distance / 2])
    return energy_gradient(R, exact_state(R)[1])[1]


bond = brentq(bond_gradient, 0.5, 3.0, xtol=1e-8)
R0 = np.array([-bond / 2, bond / 2])

# Exact two-electron problem: three terms against energy differences
E0, n0, hess_fd, dn_fd = finite_differences(exact_state, R0)
response, curvature, ion = three_terms(R0, n0, dn_fd)
hess = response + curvature + ion
error_hess = np.abs(hess - hess_fd).max()
assert abs(n0.sum() - 2) < 1e-10
assert error_hess < 3e-5          # second-order difference error
response_eigs = np.linalg.eigvalsh((response + response.T) / 2)
assert response_eigs.max() < -1e-3

# Density response and response matrix from all singlet states
levels, states = eigh(hamiltonian(potential(R0)))
gradients = potential_gradient(R0)
ground = states[:, 0]
couplings = np.array([states.T @ ((g[p] + g[q]) * ground)
                      for g in gradients])[:, 1:]
gaps = levels[1:] - levels[0]
response_sum = -2 * (couplings / gaps) @ couplings.T
dn_sum = np.array([2 * pair_density(ground, -states[:, 1:] @ (c / gaps))
                   for c in couplings])
error_dn = np.abs(dn_sum - dn_fd).max()
error_response = np.abs(response_sum - response).max()
assert error_dn < 3e-5
assert error_response < 3e-5

# Translation: rows sum to zero up to the finite grid resolution
translation_error = np.abs(hess.sum(axis=1)).max()
assert translation_error < 2e-4
assert abs(response.sum() + curvature.sum()) < 4e-4

# Force away from equilibrium, frozen-state bound, concavity in v
move = np.array([0.0, 0.3])
R_far, R_near = R0 + move, R0 - move
E_far, n_far = exact_state(R_far)
tiny = np.array([0.0, 0.003])
slope_fd = (exact_state(R_far + tiny)[0]
            - exact_state(R_far - tiny)[0]) / 0.006
slope_hf = energy_gradient(R_far, n_far)[1]
assert abs(slope_fd - slope_hf) < 1e-5
assert abs(slope_hf) > 1e-3
E_frozen = (E0 + n0 @ (potential(R_far) - potential(R0))
            + ion_energy(R_far) - ion_energy(R0))
assert E_frozen > E_far + 1e-5
el_far = E_far - ion_energy(R_far)
el_near = electronic_ground_state(potential(R_near))[0]
el_mid = electronic_ground_state(
    (potential(R_far) + potential(R_near)) / 2)[0]
concavity = el_mid - (el_far + el_near) / 2
assert concavity > 1e-5

# The same decomposition for a Hartree-Fock minimum
_, n_mf, hess_mf_fd, dn_mf = finite_differences(hartree_fock_state, R0)
resp_mf, curv_mf, ion_mf = three_terms(R0, n_mf, dn_mf)
hess_mf = resp_mf + curv_mf + ion_mf
assert np.abs(hess_mf - hess_mf_fd).max() < 3e-5
eigs_mf = np.linalg.eigvalsh((resp_mf + resp_mf.T) / 2)
assert eigs_mf.max() < -1e-3


# One electron in a hard-wall box: field curvature of two lowest levels
box_length, n_box = 10.0, 399
h_box = box_length / (n_box + 1)
x_box = h_box * np.arange(1, n_box + 1) - box_length / 2


def box_levels(field):
    return eigh_tridiagonal(1 / h_box**2 + field * x_box,
                            np.full(n_box - 1, -0.5 / h_box**2),
                            select="i", select_range=(0, 1))[0]


field = 1e-3
box_curv = (box_levels(field) - 2 * box_levels(0.0)
            + box_levels(-field)) / field**2
assert box_curv[0] < -1 and box_curv[1] > 1

# Hydrogen atom in three dimensions, nucleus displaced along z by c
X, Zc, c, s, r, u = sp.symbols("X Z c s r u", real=True)
dist2 = X**2 + (Zc - c)**2
density_3d = sp.exp(-2 * sp.sqrt(dist2)) / sp.pi
potential_3d = -1 / sp.sqrt(dist2 + s**2)
polar = {X: r * sp.sqrt(1 - u**2), Zc: r * u}


def at_origin(expression):
    return sp.lambdify((r, u, s), expression.subs(c, 0).subs(polar),
                       "numpy")


resp_3d = at_origin(sp.diff(density_3d, c) * sp.diff(potential_3d, c))
curv_3d = at_origin(density_3d * sp.diff(potential_3d, c, 2))
nodes, node_weights = np.polynomial.legendre.leggauss(8)


def shell(function, radius, soft):
    return 2 * np.pi * radius**2 * (
        node_weights @ function(radius, nodes, soft))


atom_response = quad(lambda a: shell(resp_3d, a, 0.0), 0, 20)[0]
# A small softening length resolves the delta function at the nucleus
soft = 1e-4
atom_curvature = sum(
    quad(lambda t: soft * shell(curv_3d, soft * t, soft), lo, hi,
         limit=200)[0]
    for lo, hi in [(0, 1), (1, 10), (10, 100), (100, 1000)])
assert abs(atom_response + 4 / 3) < 1e-6
assert abs(atom_curvature - 4 / 3) < 2e-3   # error linear in softening

to_si = (constants.value("Hartree energy")
         / constants.value("Bohr radius")**2)
unit = "hartree/bohr^2"
print(f"nuclear charges A, B: {charges[0]}, {charges[1]} e")
print(f"grid: {n_grid} points, spacing {spacing} bohr")
print(f"singlet basis size: {n_pairs}")
print(f"equilibrium distance: {bond:.5f} bohr")
print(f"total energy: {E0:.6f} hartree")
print(f"lowest singlet excitation: {gaps[0]:.5f} hartree")
print(f"Matrices as AA, AB, BA, BB in {unit}:")
for label, matrix in [("response", response), ("curvature", curvature),
                      ("ion-ion", ion), ("sum of three", hess),
                      ("energy differences", hess_fd),
                      ("response, sum over states", response_sum)]:
    print(f"  {label}: " + ", ".join(f"{m:.5f}" for m in matrix.flat))
print(f"response eigenvalues: {response_eigs[0]:.5f}, "
      f"{response_eigs[1]:.5f} {unit}")
print(f"largest error, three terms: {error_hess:.1e} {unit}")
print(f"largest error, response matrix: {error_response:.1e} {unit}")
print(f"largest error, grid density response: {error_dn:.1e} 1/bohr")
print(f"largest row sum of force constants: {translation_error:.1e} {unit}")
print(f"rigid shift, response: {response.sum():.5f} {unit}")
print(f"rigid shift, curvature: {curvature.sum():.5f} {unit}")
frozen_k = curvature[1, 1] + ion[1, 1]
print(f"frozen-density constant, B moved: {frozen_k:.5f} {unit}")
print(f"true force constant, B moved: {hess[1, 1]:.5f} {unit}")
print(f"true force constant, B moved: {hess[1, 1] * to_si:.1f} N/m")
print(f"B moved outward by: {move[1]} bohr")
print(f"  dE/dR_B, Hellmann-Feynman: {slope_hf:.6f} hartree/bohr")
print(f"  dE/dR_B, energy difference: {slope_fd:.6f} hartree/bohr")
print(f"  energy rise, relaxed electrons: {E_far - E0:.6f} hartree")
print(f"  energy rise, frozen electrons: {E_frozen - E0:.6f} hartree")
print(f"concavity excess at mean potential: {concavity:.6f} hartree")
print(f"Hartree-Fock response eigenvalues: {eigs_mf[0]:.5f}, "
      f"{eigs_mf[1]:.5f} {unit}")
print(f"Hartree-Fock BB, three terms: {hess_mf[1, 1]:.5f} {unit}")
print(f"Hartree-Fock BB, energy diff.: {hess_mf_fd[1, 1]:.5f} {unit}")
print(f"box length: {box_length} bohr")
print(f"box d2E/dF2, level 1: {box_curv[0]:.3f} bohr^2/hartree")
print(f"box d2E/dF2, level 2: {box_curv[1]:.3f} bohr^2/hartree")
print(f"hydrogen atom response term: {atom_response:.5f} {unit}")
print(f"hydrogen atom curvature term: {atom_curvature:.5f} {unit}")
print(f"  softening length used there: {soft:.0e} bohr")
print("success")
```

Printed output:

```
nuclear charges A, B: 1.2, 0.8 e
grid: 55 points, spacing 0.35 bohr
singlet basis size: 1540
equilibrium distance: 1.60443 bohr
total energy: -1.484497 hartree
lowest singlet excitation: 0.41825 hartree
Matrices as AA, AB, BA, BB in hartree/bohr^2:
  response: -0.36341, 0.00529, 0.00529, -0.13795
  curvature: 0.35812, 0.00000, 0.00000, 0.13266
  ion-ion: 0.16489, -0.16489, -0.16489, 0.16489
  sum of three: 0.15961, -0.15961, -0.15961, 0.15961
  energy differences: 0.15961, -0.15961, -0.15961, 0.15961
  response, sum over states: -0.36341, 0.00529, 0.00529, -0.13795
response eigenvalues: -0.36353, -0.13782 hartree/bohr^2
largest error, three terms: 9.5e-07 hartree/bohr^2
largest error, response matrix: 1.0e-06 hartree/bohr^2
largest error, grid density response: 6.2e-07 1/bohr
largest row sum of force constants: 1.7e-06 hartree/bohr^2
rigid shift, response: -0.49078 hartree/bohr^2
rigid shift, curvature: 0.49079 hartree/bohr^2
frozen-density constant, B moved: 0.29756 hartree/bohr^2
true force constant, B moved: 0.15961 hartree/bohr^2
true force constant, B moved: 248.5 N/m
B moved outward by: 0.3 bohr
  dE/dR_B, Hellmann-Feynman: 0.037092 hartree/bohr
  dE/dR_B, energy difference: 0.037092 hartree/bohr
  energy rise, relaxed electrons: 0.006084 hartree
  energy rise, frozen electrons: 0.011931 hartree
concavity excess at mean potential: 0.005950 hartree
Hartree-Fock response eigenvalues: -0.37204, -0.12235 hartree/bohr^2
Hartree-Fock BB, three terms: 0.17228 hartree/bohr^2
Hartree-Fock BB, energy diff.: 0.17228 hartree/bohr^2
box length: 10.0 bohr
box d2E/dF2, level 1: -43.888 bohr^2/hartree
box d2E/dF2, level 2: 13.084 bohr^2/hartree
hydrogen atom response term: -1.33333 hartree/bohr^2
hydrogen atom curvature term: 1.33280 hartree/bohr^2
  softening length used there: 1e-04 bohr
success
```
